# Spontaneous Rates of Two Microwave Transitions in Hydrogen: a program that tests the result

```python
"""Spontaneous emission rates in hydrogen by scaling from Lyman alpha.

Result under test:
    A = A_ref * (omega/omega_ref)**3 * (S/S_ref)
A     : spontaneous rate (1/s); omega : angular frequency (rad/s)
S     : squared transition moment summed over final states, in (e a0)^2;
      a magnetic moment mu counts as mu/c
ref   : Lyman alpha, 2P -> 1S
Claims: S = 9 for 2S1/2 -> 2P1/2 and S = (alpha/2)^2 for the 21 cm line.
The rates are checked against a golden-rule sum over modes of a finite box.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad

hbar, c, eps0, e = const.hbar, const.c, const.epsilon_0, const.e
alpha = const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
mu_B = const.physical_constants["Bohr magneton"][0]
mu_e = const.physical_constants["electron mag. mom."][0]
mu_p = const.physical_constants["proton mag. mom."][0]

# Given data, rounded
nu_21 = 1.42e9
nu_2s = 1.06e9

# --- Hydrogen wavefunctions in atomic units: equation, norm, dipoles ---
r, th = sp.symbols("r theta", positive=True)
psi = {
    "1s": sp.exp(-r) / sp.sqrt(sp.pi),
    "2s": (2 - r) * sp.exp(-r / 2) / (4 * sp.sqrt(2 * sp.pi)),
    "2pz": r * sp.cos(th) * sp.exp(-r / 2) / (4 * sp.sqrt(2 * sp.pi)),
}
energy = {"1s": -sp.Rational(1, 2), "2s": -sp.Rational(1, 8),
          "2pz": -sp.Rational(1, 8)}
for name, f in psi.items():
    laplacian = (sp.diff(r**2 * sp.diff(f, r), r) / r**2
                 + sp.diff(sp.sin(th) * sp.diff(f, th), th)
                 / (r**2 * sp.sin(th)))
    residual = -laplacian / 2 - f / r - energy[name] * f
    assert sp.simplify(residual) == 0


def integrate_space(expression):
    """Integral over all space of an axially symmetric function."""
    g = sp.lambdify((r, th), expression * 2 * sp.pi * r**2 * sp.sin(th),
                    "math")
    return dblquad(lambda t, x: g(x, t), 0, 70, 0, np.pi,
                   epsabs=1e-10, epsrel=1e-10)[0]


for f in psi.values():
    assert abs(integrate_space(f * f) - 1) < 1e-7
z = r * sp.cos(th)
z_lyman = integrate_space(psi["1s"] * z * psi["2pz"])
z_2s2p = integrate_space(psi["2pz"] * z * psi["2s"])
assert abs(z_lyman - 128 * np.sqrt(2) / 243) < 1e-7
assert abs(z_2s2p + 3) < 1e-7

# --- Share of the 2P1/2 level, from diagonalizing L.S ---
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
L = np.zeros((3, 3, 3), dtype=complex)   # orbital basis p_x, p_y, p_z
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[i, j, k], L[i, k, j] = -1j, 1j
LS = sum(np.kron(L[k], sigma[k] / 2) for k in range(3))
ls_values, ls_vectors = np.linalg.eigh(LS)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
for spin in (0, 1):
    # Cartesian dipole vectors from 2S to each 2P1/2 state, in e a0
    dipoles = [z_2s2p * ls_vectors[:, f].conj().reshape(3, 2)[:, spin]
               for f in (0, 1)]
    S_numeric = sum(np.vdot(d, d).real for d in dipoles)
    assert abs(S_numeric - 9) < 1e-5
S_2s = 9.0

# --- Singlet-triplet spin moment, from diagonalizing sigma_e.sigma_p ---
one = np.eye(2)
spin_e = [np.kron(s, one) for s in sigma]
spin_p = [np.kron(one, s) for s in sigma]
hf_values, hf_vectors = np.linalg.eigh(
    sum(a @ b for a, b in zip(spin_e, spin_p)))
assert np.allclose(hf_values, [-3, 1, 1, 1])
singlet = hf_vectors[:, 0]
for t in (1, 2, 3):
    triplet = hf_vectors[:, t]
    spin_vector = np.array([singlet.conj() @ s @ triplet for s in spin_e])
    assert abs(np.vdot(spin_vector, spin_vector).real - 1) < 1e-12
    full_vector = np.array([singlet.conj() @ (mu_e * a + mu_p * b) @ triplet
                            for a, b in zip(spin_e, spin_p)])
    full_square = np.vdot(full_vector, full_vector).real
    assert abs(full_square / (abs(mu_e) + mu_p)**2 - 1) < 1e-10
assert abs(mu_B / (e * a0 * c) / (alpha / 2) - 1) < 1e-8
S_21 = (alpha / 2)**2

# --- Rates by scaling from Lyman alpha ---
omega_ref = 0.375 * hartree / hbar
S_ref = (128 * np.sqrt(2) / 243)**2
A_ref = omega_ref**3 * S_ref * (e * a0)**2 / (3 * np.pi * eps0 * hbar * c**3)
omega_21, omega_2s = 2 * np.pi * nu_21, 2 * np.pi * nu_2s
cube_21, cube_2s = (omega_21 / omega_ref)**3, (omega_2s / omega_ref)**3
A_21 = A_ref * cube_21 * S_21 / S_ref
A_2s = A_ref * cube_2s * S_2s / S_ref


def box_rate(moments, omega, shell, magnetic=False):
    """Golden rule summed over discrete plane waves of a periodic cube.

    The cube edge is `shell` wavelengths; energy conservation is smoothed
    by a Gaussian of width 0.7 mode spacings.
    """
    edge = 2 * np.pi * c * shell / omega
    width = 0.7
    g = np.arange(-int(shell) - 5, int(shell) + 6)
    n = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    size = np.linalg.norm(n, axis=1)
    near = np.abs(size - shell) < 4.5
    n, size = n[near], size[near]
    k_hat = n / size[:, None]
    polar = np.arccos(np.clip(k_hat[:, 2], -1, 1))
    azimuth = np.arctan2(k_hat[:, 1], k_hat[:, 0])
    pol_1 = np.stack([np.cos(polar) * np.cos(azimuth),
                      np.cos(polar) * np.sin(azimuth), -np.sin(polar)], -1)
    pol_2 = np.stack([-np.sin(azimuth), np.cos(azimuth), 0 * polar], -1)
    spacing = 2 * np.pi * c / edge
    delta = (np.exp(-(size - shell)**2 / (2 * width**2))
             / (width * np.sqrt(2 * np.pi) * hbar * spacing))
    field_square = hbar * spacing * size / (2 * eps0 * edge**3)
    total = 0.0
    for pol in (pol_1, pol_2):
        vector = np.cross(k_hat, pol) / c if magnetic else pol
        for moment in moments:
            total += np.sum(field_square * np.abs(vector @ moment)**2 * delta)
    return 2 * np.pi / hbar * total


# Smoothing raises the mean cube by 3*(0.7/shell)^2: 0.16 % at shell 30
si_dipoles = [e * a0 * d for d in dipoles]
box_2s = box_rate(si_dipoles, omega_2s, 30)
box_21 = box_rate([mu_B * spin_vector], omega_21, 30, magnetic=True)
assert abs(box_2s / A_2s - 1) < 0.005
assert abs(box_21 / A_21 - 1) < 0.005
# Half the frequency in the same box; smoothing error there is 0.65 %
box_half = box_rate(si_dipoles, omega_2s / 2, 15)
assert abs(box_2s / box_half / 8 - 1) < 0.01

A_21_full = A_21 * full_square / mu_B**2
width_2p = A_ref / (2 * np.pi)
year = const.Julian_year
assert 2.8e-15 < A_21 < 2.95e-15 and 7.5e-10 < A_2s < 8.5e-10

print("REFERENCE: LYMAN ALPHA")
print(f"frequency                        {omega_ref/(2*np.pi):.4e} Hz")
print(f"angular frequency                {omega_ref:.4e} rad/s")
print(f"<1s|z|2pz>                       {z_lyman:.4f} a0")
print(f"squared moment S_ref             {S_ref:.4f} (e a0)^2")
print(f"rate A_ref                       {A_ref:.4e} 1/s")
print("21 CM LINE")
print(f"given frequency                  {nu_21/1e9:.2f} GHz")
print(f"wavelength                       {100*c/nu_21:.2f} cm")
print(f"frequency ratio to Lyman alpha   {omega_21/omega_ref:.4e}")
print(f"cube of the ratio                {cube_21:.4e}")
print(f"alpha/2                          {alpha/2:.4e}")
print(f"squared moment S                 {S_21:.4e} (e a0)^2")
print(f"moment factor S/S_ref            {S_21/S_ref:.4e}")
print(f"rate from the cube alone         {A_ref*cube_21:.3e} 1/s")
print(f"cube alone / full rate           {S_ref/S_21:.3e}")
print(f"full rate                        {A_21:.3e} 1/s")
print(f"box mode sum                     {box_21:.3e} 1/s")
print(f"mean lifetime                    {1/A_21:.3e} s")
print(f"mean lifetime                    {1/A_21/year:.3e} years")
print(f"rate with true e and p moments   {A_21_full:.3e} 1/s")
print(f"change from true moments         {100*(A_21_full/A_21-1):.2f} %")
print("2S1/2 -> 2P1/2")
print(f"given frequency                  {nu_2s/1e9:.2f} GHz")
print(f"frequency ratio to Lyman alpha   {omega_2s/omega_ref:.4e}")
print(f"cube of the ratio                {cube_2s:.4e}")
print(f"<2pz|z|2s>                       {z_2s2p:.4f} a0")
print(f"squared moment S to 2P1/2        {S_numeric:.4f} (e a0)^2")
print(f"moment factor S/S_ref            {S_2s/S_ref:.3f}")
print(f"rate from the cube alone         {A_ref*cube_2s:.3e} 1/s")
print(f"full rate                        {A_2s:.3e} 1/s")
print(f"box mode sum                     {box_2s:.3e} 1/s")
print(f"1/rate for this channel          {1/A_2s:.3e} s")
print(f"1/rate for this channel          {1/A_2s/year:.1f} years")
print(f"2P natural width (FWHM)          {width_2p/1e6:.1f} MHz")
print(f"2P width / given frequency       {width_2p/nu_2s:.3f}")
print("COMPARISONS")
print(f"box rate ratio, omega : omega/2  {box_2s/box_half:.3f}")
print(f"2S-2P rate / 21 cm rate          {A_2s/A_21:.3e}")
print("all good")
```

It prints:

```
REFERENCE: LYMAN ALPHA
frequency                        2.4674e+15 Hz
angular frequency                1.5503e+16 rad/s
<1s|z|2pz>                       0.7449 a0
squared moment S_ref             0.5549 (e a0)^2
rate A_ref                       6.2683e+08 1/s
21 CM LINE
given frequency                  1.42 GHz
wavelength                       21.11 cm
frequency ratio to Lyman alpha   5.7551e-07
cube of the ratio                1.9061e-19
alpha/2                          3.6487e-03
squared moment S                 1.3313e-05 (e a0)^2
moment factor S/S_ref            2.3990e-05
rate from the cube alone         1.195e-10 1/s
cube alone / full rate           4.168e+04
full rate                        2.866e-15 1/s
box mode sum                     2.871e-15 1/s
mean lifetime                    3.489e+14 s
mean lifetime                    1.105e+07 years
rate with true e and p moments   2.882e-15 1/s
change from true moments         0.54 %
2S1/2 -> 2P1/2
given frequency                  1.06 GHz
frequency ratio to Lyman alpha   4.2961e-07
cube of the ratio                7.9288e-20
<2pz|z|2s>                       -3.0000 a0
squared moment S to 2P1/2        9.0000 (e a0)^2
moment factor S/S_ref            16.218
rate from the cube alone         4.970e-11 1/s
full rate                        8.061e-10 1/s
box mode sum                     8.074e-10 1/s
1/rate for this channel          1.241e+09 s
1/rate for this channel          39.3 years
2P natural width (FWHM)          99.8 MHz
2P width / given frequency       0.094
COMPARISONS
box rate ratio, omega : omega/2  7.961
2S-2P rate / 21 cm rate          2.812e+05
all good
```
